# Ground-State Level Crossing of an Axial Spin-One Divacancy

## Problem

A neutral divacancy in silicon carbide is a pair of neighbouring missing atoms, one silicon and one carbon. Its electrons form a spin $S=1$. Suppose the defect axis is the $z$ axis, the zero-field splitting is $D=+1.3$ GHz, and the $g$ factor is 2 in all directions. A static magnetic field $B>0$ is applied along $z$.

(a) Find the three spin energies as functions of $B$.

(b) At what field do the two lowest levels cross?

(c) Do the levels really cross, or do they avoid each other? How far can the answer be trusted for a real defect?

"Ground state" here means the orbital ground state, as opposed to the optically excited one. All three spin levels belong to it.

## Hints

1. Energies divided by Planck's constant $h$ are frequencies. Write the Hamiltonian in MHz, with one term for the zero-field splitting and one for the field.
2. Both terms contain only $S_z$. What does this say about the eigenstates?
3. Form the three differences between the levels and ask which of them can vanish for $B>0$.
4. For part (c), look for a term that could connect the two crossing states. Two levels at a distance $\delta$, coupled by a matrix element $v$, end up at a distance $\sqrt{\delta^2+4|v|^2}$.

## Solution

### (a) The levels

The electron's magnetic moment is $-g\mu_B\mathbf S$, with $\mathbf S$ in units of $\hbar$, so its energy in the field is $+g\mu_B B S_z$. Dividing this by $h$ and adding the zero-field splitting, which for an axial defect is proportional to $S_z^2$ up to a constant, gives

$$
H=D\left(S_z^2-\tfrac23\right)+\gamma B S_z,\qquad \gamma=\frac{g\mu_B}{h}.
$$

The constant $-\tfrac23$ makes the three zero-field energies add up to zero. It shifts all levels equally and has no influence on a crossing.

The states with $S_z=m$, where $m=+1,0,-1$, are eigenstates of $H$. Since $m^2=1$ for $m=\pm1$ and $m^2=0$ for $m=0$,

$$
E_{+1}=\frac D3+\gamma B,\qquad E_0=-\frac{2D}3,\qquad E_{-1}=\frac D3-\gamma B.
$$

At zero field $m=0$ lies lowest, and $m=\pm1$ coincide at a height $D$ above it. The field leaves $m=0$ alone, raises $m=+1$ and lowers $m=-1$.

### (b) The crossing field

The differences are

$$
E_{-1}-E_0=\frac D3-\gamma B+\frac{2D}3=D-\gamma B,
$$

$$
E_{+1}-E_0=D+\gamma B,\qquad E_{+1}-E_{-1}=2\gamma B.
$$

For $D>0$ and $B>0$ the last two are positive. Only the first can vanish, and it does so at one field,

$$
B_0=\frac D\gamma=\frac{hD}{g\mu_B},
$$

where $D$ is a frequency. The Zeeman energy of $m=-1$ has then used up its zero-field height above $m=0$.

With the constants inserted,

$$
\gamma=\frac{2\times9.27401\times10^{-24}\ \text{J/T}}{6.62607\times10^{-34}\ \text{J s}}
=27.9925\ \text{MHz/mT},
$$

$$
B_0=\frac{1300\ \text{MHz}}{27.9925\ \text{MHz/mT}}=46.44\ \text{mT},
$$

or 464 gauss. Since $D$ is given to two figures, the answer is **about 46 mT**. The further digits serve below to compare small shifts within the model.

The energies on either side show the exchange of order. The $m=0$ level stays at $-866.7$ MHz. The $m=-1$ level is at $-126.5$ MHz for $B=20$ mT, above it, and at $-1246.2$ MHz for $B=60$ mT, below it. The crossing was also found without the formula, by diagonalizing the spin matrices and locating the field where $\langle S_z\rangle$ of the lowest state jumps from 0 to $-1$. This gave the same 46.44 mT.

Two sign changes are worth following. Reversing the field exchanges $m=+1$ and $m=-1$, so the crossing then involves $m=+1$ at the same field strength. If instead $D$ were negative, with $B>0$, the differences would read

$$
E_{+1}-E_0=-|D|+\gamma B,\qquad E_{-1}-E_0=-|D|-\gamma B.
$$

Now $m=+1$ meets $m=0$ at $\gamma B=|D|$, but $m=-1$ lies $2|D|=2600$ MHz below both. The field is the same, yet the crossing no longer involves the lowest level.

### (c) A true crossing, and what disturbs it

The Hamiltonian commutes with $S_z$, so it has no matrix element between $m=0$ and $m=-1$. Within this model the levels pass through each other. To see what a coupling $v$ would do, take the two states alone, measure energy from their mean, and call their separation $\delta$:

$$
\begin{pmatrix}\delta/2&v\\ v^*&-\delta/2\end{pmatrix}
\quad\Rightarrow\quad
\lambda^2=\frac{\delta^2}4+|v|^2 .
$$

The distance between the two roots is $\sqrt{\delta^2+4|v|^2}$. It cannot fall below $2|v|$, so any coupling turns the crossing into an avoided one. The two variations below treat a tilted field and a nearby nucleus, which both supply such a coupling. Three other corrections move the crossing without opening it.

**Transverse strain.** A distortion that breaks the axial symmetry, but keeps $z$ as a principal axis of the zero-field splitting, adds $E(S_x^2-S_y^2)$ for a suitable choice of $x$ and $y$. (A distortion that tilts this axis also couples $m=0$ to $m=-1$ and opens the crossing, as a tilted field does; it is left out here.) With $S_\pm=S_x\pm iS_y$ this equals $\tfrac E2(S_+^2+S_-^2)$, which changes $m$ by two. It therefore couples $m=+1$ to $m=-1$ and leaves $m=0$ untouched. Since $S_+^2|{-1}\rangle=2|{+1}\rangle$, the matrix element is $E$, and the mixed levels are

$$
\frac D3\pm\sqrt{(\gamma B)^2+E^2}.
$$

Setting the lower one equal to $-2D/3$ gives $\sqrt{(\gamma B)^2+E^2}=D$, so that

$$
\gamma B=\sqrt{D^2-E^2}\approx D-\frac{E^2}{2D}\qquad(|E|\ll D).
$$

With $D$ held fixed, an assumed $E=10$ MHz moves the crossing by only $-0.0014$ mT. The shift is small because it is quadratic in $E/D$. A real distortion generally changes $D$ as well, and this moves the crossing in first order: a change of $D$ by 10 MHz shifts it by 0.36 mT. The change in $D$ can therefore matter far more than $E$ itself.

**The $g$ factor.** At fixed $D$ the crossing field varies as $1/g$. Taking $g=2.003$ instead of 2 shifts it by $-0.070$ mT.

**Temperature.** At fixed $g$ the crossing field follows $D$ in proportion. With an assumed rough drift of $-0.1$ MHz/K, taken as constant, heating by 100 K lowers $D$ by 10 MHz and the crossing field by

$$
\frac{10\ \text{MHz}}{27.9925\ \text{MHz/mT}}=0.357\ \text{mT}.
$$

The same conversion shows why the answer has two figures: rounding $D$ to the nearest 0.1 GHz can hide 50 MHz, five times this change, or nearly 2 mT.

Temperature also matters for detection. Let $x=e^{-hD/k_BT}$ at zero field. The populations of $m=0$ and $m=-1$ are $1/(1+2x)$ and $x/(1+2x)$. For $hD\ll k_BT$ we have $1-x\approx hD/k_BT$ and $1+2x\approx3$, so their difference is

$$
\frac{1-x}{1+2x}\approx\frac{hD}{3k_BT}.
$$

Here $hD/k_B=62.4$ mK, and at 300 K the difference is $6.9\times10^{-5}$ of all the spins. At the crossing itself the two equilibrium populations are equal. A method that reads the crossing from a change in spin population therefore needs a population difference prepared by other means. In divacancies, light can do this by pumping the spin towards $m=0$.

**The real defect.** In the 4H form of silicon carbide, the divacancies aligned with the crystal's $c$ axis have $D$ of roughly 1.3 GHz and $g$ close to 2, so the parameters used here are typical of them. Other divacancies have axes inclined to $c$ and lower symmetry. For these, a field along $c$ is far from the defect axis, and $B_0=D/\gamma$ does not apply. Even for an aligned defect, the field may be slightly misaligned. For the sizes assumed on this sheet, a one-degree error matters mainly by giving the crossing a width of order 1 mT, while its centre hardly moves.

## Variation 1: the field is tilted by one degree

**Question.** The field makes a small angle $\theta$ with the defect axis. How large is the smallest gap between the two lowest levels, and where does it occur?

**Solution.** Write $b=\gamma B$. The field term becomes $b(\cos\theta\,S_z+\sin\theta\,S_x)$. Because

$$
S_x|0\rangle=\frac{|{+1}\rangle+|{-1}\rangle}{\sqrt2},
$$

the transverse part couples $m=0$ to each of $m=\pm1$ with the matrix element $v=b\sin\theta/\sqrt2$.

The coupling to $m=-1$ opens the gap. The coupling to $m=+1$, which lies about $2D$ higher near the crossing, pushes $m=0$ down by the second-order amount

$$
\frac{v^2}{2D}=\frac{b^2\sin^2\theta}{4D}.
$$

The separation before the two lowest states mix, and the gap $\Delta$ after they mix, are therefore

$$
\delta=D-b\cos\theta+\frac{b^2\sin^2\theta}{4D},\qquad
\Delta^2=\delta^2+2b^2\sin^2\theta .
$$

To find the minimum, differentiate $\Delta^2$ with respect to $b$:

$$
2\delta\,\frac{d\delta}{db}+4b\sin^2\theta=0 .
$$

For small $\theta$, $d\delta/db\approx-1$ and $b\approx D$, which gives $\delta\approx2D\theta^2$. Now put $b=D(1+\varepsilon)$, with $\varepsilon$ of order $\theta^2$, and use $\cos\theta\approx1-\theta^2/2$:

$$
\delta\approx D\left(-\varepsilon+\frac{\theta^2}2+\frac{\theta^2}4\right)=2D\theta^2
\quad\Rightarrow\quad \varepsilon=-\frac54\theta^2 .
$$

At this point $\delta^2$ is of order $\theta^4$ and can be dropped beside $2b^2\theta^2$. To leading order in $\theta$,

$$
\Delta_{\min}\approx\sqrt2\,D\theta,\qquad B_{\min}\approx B_0\left(1-\frac54\theta^2\right).
$$

For $\theta=1^\circ=\pi/180$ rad, the gap formula gives 32.09 MHz; diagonalizing the full $3\times3$ matrix gives 32.08 MHz. Both methods put the minimum 0.0177 mT below $B_0$. The gap is linear in the angle and the shift is quadratic, which is why a small tilt is felt far more in the gap than in the position.

Dividing the gap by $\gamma$ gives 1.15 mT. At about this distance from the minimum, on either side, $|\delta|$ equals the smallest gap, and the actual gap has grown by a factor $\sqrt2$. The states are thus appreciably mixed over a range of a few millitesla. The formulas require $\theta\ll1$ in radians; for a large tilt the matrix must be diagonalized.

## Variation 2: a nuclear spin sits nearby

**Question.** The field is again along the axis. One nucleus of spin $\tfrac12$ couples to the electron spin through $A\,\mathbf S\cdot\mathbf I$, with $A=10$ MHz, a round value for a nearby silicon-29 nucleus. Neglect the nucleus's own energy in the field. What becomes of the crossing?

**Solution.** Expand the coupling:

$$
A\,\mathbf S\cdot\mathbf I=A S_zI_z+\frac A2\left(S_+I_-+S_-I_+\right).
$$

The last two terms flip the spins in opposite directions, so $J_z=S_z+I_z$ is conserved. The states $|0,\downarrow\rangle$ and $|{-1},\uparrow\rangle$ both have $J_z=-\tfrac12$, and no other state does. Their energies before mixing are

$$
-\frac{2D}3\qquad\text{and}\qquad \frac D3-\gamma B-\frac A2 .
$$

Since $S_-|0\rangle=\sqrt2\,|{-1}\rangle$ and $I_+|\downarrow\rangle=|\uparrow\rangle$, the coupling between them is $v=\tfrac A2\sqrt2=A/\sqrt2$. The gap is therefore

$$
\Delta=\sqrt{\left(D-\gamma B-\tfrac A2\right)^2+2A^2}.
$$

Its smallest value is $\sqrt2\,|A|=14.14$ MHz, reached at $\gamma B=D-A/2$, or $B=46.262$ mT. Diagonalizing the six-state problem confirms both numbers.

The state $|{-1},\downarrow\rangle$ is alone in having $J_z=-\tfrac32$, so nothing mixes with it. Its energy is $D/3-\gamma B+A/2$. The state $|0,\uparrow\rangle$ has $J_z=+\tfrac12$ and mixes only with the distant $|{+1},\downarrow\rangle$, which lowers it by about

$$
\frac{(A/\sqrt2)^2}{2D}=\frac{A^2}{4D},
$$

a small fraction of $A$. These two levels truly cross, close to $\gamma B=D+A/2$; the diagonalization puts the crossing at 46.620 mT. There is thus an avoided crossing 0.179 mT below $B_0$ and a true one 0.179 mT above it.

A second true crossing lies between them, where $|{-1},\downarrow\rangle$ meets the upper of the two mixed levels with $J_z=-\tfrac12$. At $\gamma B=D$, measured from $-2D/3$, the mixed levels obey $\lambda(\lambda+\tfrac A2)=\tfrac{A^2}2$, so $\lambda=\tfrac A2$ or $-A$. The state $|{-1},\downarrow\rangle$ is then also at $\tfrac A2$, so in this model the crossing is exactly at $B_0$. For silicon-29 the neglected nuclear Zeeman splitting is about 0.39 MHz at this field. It moves the two outer crossings by about 0.014 mT each and the middle one by about 0.007 mT, so the last digits quoted here belong to the model.

The avoided crossing can be used to polarize the nucleus. Suppose light returns the electron to $m=0$ without disturbing the nuclear spin. Near the avoided crossing, $|0,\downarrow\rangle$ turns partly into $|{-1},\uparrow\rangle$, which the light takes to $|0,\uparrow\rangle$. That state is only weakly mixed, so in this model nuclear spins collect in $\uparrow$. A direction-dependent coupling can contain terms such as $S_-I_-$, which break the conservation of $J_z$, open the crossing between $|0,\uparrow\rangle$ and $|{-1},\downarrow\rangle$ and weaken this selectivity. Close to the field of that crossing they can even reverse the nuclear polarization. A tilted field also breaks the conservation of $J_z$. The one-degree tilt of Variation 1 gives a gap of 32 MHz, larger than the 14 MHz found here, and in this pumping model a tilt of 0.3 degree already removes most of the polarization at the avoided crossing. The scheme therefore needs a well-aligned field.

The numerical output below lists the levels and shifts used on this sheet.

## Computed results

```
D/h = 1300 MHz, g = 2.000
Bohr magneton = 9.274010e-24 J/T, h = 6.626070e-34 J s
gamma = g muB/h = 27.9925 MHz/mT
crossing field, formula = 46.441 mT
crossing field, diagonalization = 46.441 mT
crossing field converted = 464.4 gauss
B = 0.000 mT: E(+1), E(0), E(-1) = 433.3, -866.7, 433.3 MHz
B = 20.000 mT: E(+1), E(0), E(-1) = 993.2, -866.7, -126.5 MHz
B = 46.441 mT: E(+1), E(0), E(-1) = 1733.3, -866.7, -866.7 MHz
B = 60.000 mT: E(+1), E(0), E(-1) = 2112.9, -866.7, -1246.2 MHz
<Sz> of lowest state at 45 mT = 0.00
<Sz> of lowest state at 48 mT = -1.00
smallest level spacing, 1-200 mT, more than 1 mT from crossing = 29.1 MHz
D < 0 at same field: spacings (lower, upper) = 2600.0, 0.0 MHz
tilt 1.0 deg: smallest gap = 32.08 MHz, formula 32.09 MHz
tilt: shift of gap minimum = -0.0177 mT, formula -0.0177 mT
tilt: gap divided by gamma = 1.15 mT
strain E = 10 MHz: crossing shift = -0.0014 mT
hyperfine A = 10 MHz: avoided crossing gap = 14.14 MHz at 46.262 mT
hyperfine: true crossing at 46.620 mT
hyperfine: shifts from B0 = -0.179 and 0.179 mT
g = 2.003: crossing shift = -0.070 mT
assumed rough drift of D = -0.1 MHz/K, heating = 100 K
drift: crossing shift = -0.357 mT
temperature equivalent hD/k = 62.4 mK
thermal excess of m=0 over m=-1 at 300 K, B=0 = 6.93e-05 (fraction)
```
